# The highest-weight coupled state from J+ψ = 0, with norm and phase

## The decision that hangs on a sign

Suppose a program needs states of definite total angular momentum $J$, built from two parts $j_1$ and $j_2$. A practical route is to find the state with $M=J$ and generate the others with $J_-$. The starting vector can come from a numerical null-space routine or from a formula. The routine returns it with an arbitrary sign, and one has to decide whether that sign may be left as it is.

For probabilities within one $J$ it may. For matrix elements between different $J$ it may not, unless every operator is evaluated with the same set of vectors. If two contributions $x$ and $y$ to one off-diagonal element are computed with opposite choices, the program forms $x-y$ instead of $x+y$, up to an overall sign. When $x$ and $y$ are both real and nonzero, $|x-y|\ne|x+y|$, and the energies in general change. A closed formula with a stated phase removes the ambiguity, provided that the order of the two parts and the signs of the ladder elements are also kept fixed.

I set $\hbar=1$ and write $|m_1;m_2\rangle$ for the product state $|j_1m_1\rangle|j_2m_2\rangle$. The total is $\mathbf J=\mathbf J_1+\mathbf J_2$, where $\mathbf J_1$ and $\mathbf J_2$ commute. Within each multiplet the ladder elements are taken real and non-negative:

$$J_\pm|j\,m\rangle=\sqrt{j(j+1)-m(m\pm1)}\;|j\,m\pm1\rangle .$$

For the raising operator, the number under the root factorizes as $(j-m)(j+m+1)$.

## Simple case: two spins one half

Take $j_1=j_2=\tfrac12$ and look for a state with $M=0$ that $J_+$ annihilates. The general vector with $M=0$ is

$$\psi=c_0|\tfrac12;-\tfrac12\rangle+c_1|-\tfrac12;\tfrac12\rangle .$$

In the first term $J_{1+}$ gives zero and $J_{2+}$ raises the second spin with factor 1. In the second term the roles are exchanged. Hence

$$J_+\psi=(c_0+c_1)\,|\tfrac12;\tfrac12\rangle=0\quad\Rightarrow\quad c_1=-c_0 .$$

Normalization gives $|c_0|^2=\tfrac12$, and the choice $c_0>0$ gives the singlet $(|\tfrac12;-\tfrac12\rangle-|-\tfrac12;\tfrac12\rangle)/\sqrt2$. The three ingredients of the general problem are already here: a linear equation that fixes the ratio, a norm that fixes the magnitude, and a choice that fixes the phase.

Why does $J_+\psi=0$ select a definite $J$? From $J_\pm=J_x\pm iJ_y$ and $[J_x,J_y]=iJ_z$,

$$J_-J_+=J_x^2+J_y^2+i[J_x,J_y]=\mathbf J^2-J_z^2-J_z ,$$

so $\mathbf J^2=J_-J_++J_z(J_z+1)$. If $J_+\psi=0$ and $J_z\psi=J\psi$, then $\mathbf J^2\psi=J(J+1)\psi$. For the singlet, $J=0$.

## First generalization: one unit below the top

Now let $j_1,j_2\ge\tfrac12$ be arbitrary and take $J=j_1+j_2-1$. Two product states have $M=J$:

$$\psi=c_0|j_1;j_2-1\rangle+c_1|j_1-1;j_2\rangle .$$

Both are raised to $|j_1;j_2\rangle$. The factor for $J_{2+}$ acting on the first is $\sqrt{(1)(2j_2)}$, and the factor for $J_{1+}$ acting on the second is $\sqrt{(1)(2j_1)}$. Therefore

$$\sqrt{2j_2}\,c_0+\sqrt{2j_1}\,c_1=0 .$$

With unit norm and $c_0>0$,

$$c_0=\sqrt{\frac{j_1}{j_1+j_2}},\qquad c_1=-\sqrt{\frac{j_2}{j_1+j_2}} .$$

Setting $j_1=j_2=\tfrac12$ recovers the singlet. There is a second check. Lowering the top state $|j_1;j_2\rangle$ gives $\sqrt{2j_2}\,|j_1;j_2-1\rangle+\sqrt{2j_1}\,|j_1-1;j_2\rangle$, which belongs to $J=j_1+j_2$. Its overlap with $\psi$ is the left-hand side of the equation above, so the two states are orthogonal, as states of different $J$ must be.

## The general equation

Let $J$ lie between $|j_1-j_2|$ and $j_1+j_2$, in integer steps from either end. Three non-negative integers keep the algebra short:

$$n=j_1+j_2-J,\qquad a=J+j_1-j_2,\qquad b=J+j_2-j_1 .$$

They satisfy $a+n=2j_1$, $b+n=2j_2$ and $a+b=2J$. The integer $n$ counts how far $J$ lies below its largest value.

Write $m_1=j_1-k$. Since $m_1+m_2=J$, we have $m_2=J-j_1+k$. The condition $m_1\le j_1$ requires $k\ge0$, and $m_2\le j_2$ requires $k\le n$. The lower bounds add nothing: the smallest $m_1$ is $j_1-n=-j_1+a\ge-j_1$, and the smallest $m_2$ is $J-j_1=-j_2+b\ge-j_2$. So

$$\psi=\sum_{k=0}^{n}c_k\,|j_1-k;\,J-j_1+k\rangle .$$

Apply $J_+$ and collect the coefficient of $|j_1-k;\,J-j_1+k+1\rangle$, for $k=0,\dots,n-1$. This state is reached in two ways.

- $J_{1+}$ acts on term $k+1$, where $m_1=j_1-k-1$. The squared factor is $(j_1-m_1)(j_1+m_1+1)=(k+1)(2j_1-k)=(k+1)(a+n-k)$.
- $J_{2+}$ acts on term $k$, where $m_2=J-j_1+k$. The squared factor is $(j_2-m_2)(j_2+m_2+1)=(n-k)(b+k+1)$.

The two remaining actions, $J_{1+}$ on $k=0$ and $J_{2+}$ on $k=n$, vanish because those projections are already maximal. The condition $J_+\psi=0$ is thus

$$\sqrt{(k+1)(a+n-k)}\;c_{k+1}+\sqrt{(n-k)(b+k+1)}\;c_k=0 .$$

For $0\le k\le n-1$ every factor under the roots is positive. Given $c_0$, all other coefficients follow, so the solution is unique up to a factor, and neighbouring coefficients have opposite signs. For $n=1$ and $k=0$ the equation reduces to the one found above, since then $a+1=2j_1$ and $b+1=2j_2$.

The alternation depends on the ladder convention. If the first multiplet is described by $(-1)^{j_1-m_1}|j_1m_1\rangle$ instead, its ladder elements become negative and the factor $(-1)^k$ is absorbed into the basis. All coefficients then have one sign. The formula below must not be combined with such a basis without this conversion.

### What happens outside the allowed range

Above $M=j_1+j_2$ there are no product states. Below $|j_1-j_2|$ there are product states but no solution. To see this, let $j_1>j_2$ and $0\le M<j_1-j_2$, with $M$ in integer steps from $j_1-j_2$. Every $m_2$ from $-j_2$ to $j_2$ now occurs, and $m_1=M-m_2$ stays strictly below $j_1$.

The state $|M+j_2+1;-j_2\rangle$ can be reached by $J_{1+}$ from $|M+j_2;-j_2\rangle$. It cannot be reached by $J_{2+}$, which would have to start from $m_2=-j_2-1$. The coefficient of $|M+j_2;-j_2\rangle$ must therefore vanish. The equation for the next larger $m_2$ then again contains a single undetermined coefficient, multiplied by a nonzero element of $J_{1+}$, and that coefficient vanishes too. Continuing to $m_2=j_2$ removes the whole vector. The case $j_2>j_1$ follows by exchanging the labels. For $j_1=2$, $j_2=\tfrac12$, $M=\tfrac12$, the numerical null space indeed has dimension 0.

A negative $M$ is excluded by the norm. Since $J_+J_-=J_-J_++2J_z$, a normalized vector with $J_+\psi=0$ has $\|J_-\psi\|^2=2M$, which cannot be negative.

## Solving the recursion

Multiply the ratios from $0$ to $k-1$:

$$c_k=(-1)^kc_0\prod_{i=0}^{k-1}\sqrt{\frac{(n-i)(b+i+1)}{(i+1)(a+n-i)}} .$$

The four products are

$$\prod_{i=0}^{k-1}(n-i)=\frac{n!}{(n-k)!},\qquad \prod_{i=0}^{k-1}(b+i+1)=\frac{(b+k)!}{b!},$$

$$\prod_{i=0}^{k-1}(i+1)=k!,\qquad \prod_{i=0}^{k-1}(a+n-i)=\frac{(a+n)!}{(a+n-k)!} .$$

Everything independent of $k$ can be put into one constant, $N=c_0\sqrt{n!/[b!\,(a+n)!]}$. This leaves

$$c_k=(-1)^kN\sqrt{w_k},\qquad w_k=\frac{(a+n-k)!\,(b+k)!}{k!\,(n-k)!} .$$

As a limit, take $J=0$, which requires $j_1=j_2=j$. Then $a=b=0$, $n=2j$, and every $w_k$ equals 1. All $2j+1$ terms have equal probability, as expected for a state without a preferred direction.

## The norm and the binomial identity

Unit norm requires $|N|^2\sum_kw_k=1$. Each weight splits into two binomial coefficients, because

$$\frac{(a+n-k)!}{(n-k)!}=a!\binom{a+n-k}{a},\qquad \frac{(b+k)!}{k!}=b!\binom{b+k}{b} .$$

The sum needed is $S=\sum_{k=0}^n\binom{a+n-k}{a}\binom{b+k}{b}$. To evaluate it, start from $1/(1-x)=\sum_{s\ge0}x^s$ for $|x|<1$ and differentiate $a$ times:

$$\frac{a!}{(1-x)^{a+1}}=\sum_{s\ge a}\frac{s!}{(s-a)!}\,x^{s-a} .$$

Put $s=a+r$ and divide by $a!$:

$$\frac1{(1-x)^{a+1}}=\sum_{r\ge0}\binom{a+r}{a}x^r .$$

Multiply this series by the same series with $b$ in place of $a$. A term $x^n$ arises from $x^{n-k}$ in the first and $x^k$ in the second, so its coefficient is $S$. The product of the left-hand sides is $(1-x)^{-(a+b+1)-1}$. Its coefficient of $x^n$ follows from the same series with $a$ replaced by $a+b+1$. Hence

$$\sum_{k=0}^n\binom{a+n-k}{a}\binom{b+k}{b}=\binom{a+b+n+1}{n} .$$

The norm condition becomes

$$|N|^2\,a!\,b!\,\frac{(a+b+n+1)!}{n!\,(a+b+1)!}=1 .$$

With $a+b+1=2J+1$ and $a+b+n+1=j_1+j_2+J+1$,

$$|N|^2=\frac{(2J+1)!\;n!}{(j_1+j_2+J+1)!\;a!\;b!} .$$

Several limits can be read off.

- For $n=0$ the single weight is $w_0=a!\,b!$ and $|N|^2=1/(a!\,b!)$, so $|c_0|=1$: the top state is one product state.
- For $J=0$, $|N|^2=n!/(n+1)!=1/(2j+1)$, which matches the equal probabilities found above.
- For $n=1$, $|N|^2=1/[(2J+2)\,a!\,b!]$ and $w_0=(a+1)!\,b!$. This gives $|c_0|^2=(a+1)/(2J+2)=j_1/(j_1+j_2)$, as before.

A further limit shows the geometry. From $w_0=(a+n)!\,b!/n!$,

$$|c_0|^2=\frac{(2J+1)!\,(2j_1)!}{(j_1+j_2+J+1)!\,a!}=\frac{(a+n)!/a!}{(a+b+n+1)!/(a+b+1)!} .$$

Numerator and denominator are both products of $n$ factors. Let $j_1$ grow with $j_2$ and $J-j_1$ fixed. Then $a\to\infty$ while $n$ and $b$ stay fixed, both products grow as $a^n$, and $|c_0|^2\to1$. The large angular momentum points along the total, and the small one has the definite projection $m_2=J-j_1$.

## Fixing the phase

The equation and the norm are unchanged when $\psi$ is multiplied by $e^{i\alpha}$. No further algebra can determine $\alpha$; it has to be chosen. The Condon-Shortley convention requires the coefficient with $m_1=j_1$ to be real and positive:

$$\langle j_1\,j_1;\,j_2\,J-j_1|J\,J\rangle=c_0>0 .$$

Thus $N>0$, and the result is

$$|J\,J\rangle=\sum_{k=0}^{n}(-1)^k\sqrt{\frac{(2J+1)!\,n!}{(j_1+j_2+J+1)!\,a!\,b!}}\sqrt{\frac{(a+n-k)!\,(b+k)!}{k!\,(n-k)!}}\;|j_1-k;\,J-j_1+k\rangle .$$

The convention treats the two parts unequally. If $j_2$ is listed first, the coefficient with $m_2=j_2$ must be positive. That is the term $k=n$, whose sign above is $(-1)^n$. The exchanged state is therefore $(-1)^{j_1+j_2-J}$ times the original one. For the singlet this is a change of sign, so the order of coupling belongs to the definition of the state.

### The same choice seen in a matrix element

The relative signs of neighbouring multiplets can also be read from the matrix elements of $J_{1z}$ between them. One overall sign, common to all $J$, is not fixed in this way. Let $J-1\ge|j_1-j_2|$, and let $d_k$ be the coefficients of $|J-1\;J-1\rangle$, again with $m_1=j_1-k$. Raising $m_1$ takes term $k+1$ of this state to term $k$ of $|J\,J\rangle$:

$$\langle J\,J|J_{1+}|J-1\;J-1\rangle=\sum_{k=0}^{n}c_k\,d_{k+1}\sqrt{(k+1)(a+n-k)} .$$

The sign of each term is $(-1)^k(-1)^{k+1}=-1$. None vanishes, because $J-1\ge|j_1-j_2|$ implies $a\ge1$. The sum is negative.

Since $J_{1z}$ commutes with $\mathbf J_2$, $[J_{1z},J_+]=[J_{1z},J_{1+}]=J_{1+}$. Insert this commutator into the matrix element. The part $J_{1z}J_+$ vanishes, because $J_+$ annihilates the state on the right. In the part $-J_+J_{1z}$, $J_+$ acts to the left as $J_-$, with $J_-|J\,J\rangle=\sqrt{2J}\,|J\;J-1\rangle$. Hence

$$\langle J\,J|J_{1+}|J-1\;J-1\rangle=-\sqrt{2J}\,\langle J\;J-1|J_{1z}|J-1\;J-1\rangle .$$

The $J_{1z}$ element on the right is positive. Reversing the sign of just one of the two multiplets makes it negative. This is harmless if every operator is evaluated with the reversed states. The danger described at the start arises when only some of the contributions are. The corresponding element of $J_{2z}$ has the opposite sign, because $J_{1z}+J_{2z}=J_z$ does not connect different $J$.

## A case with three terms

Take $j_1=2$, $j_2=\tfrac32$ and $J=\tfrac32$. Then $n=2$, $a=2$, $b=1$, and the recursion reads

$$\sqrt4\,c_1+\sqrt4\,c_0=0,\qquad \sqrt6\,c_2+\sqrt3\,c_1=0 .$$

The ratios are $c_1/c_0=-1$ and $c_2/c_1=-0.7071$. The weights are

$$w_0=\frac{4!\,1!}{0!\,2!}=12,\qquad w_1=\frac{3!\,2!}{1!\,1!}=12,\qquad w_2=\frac{2!\,3!}{2!\,0!}=6 .$$

Their sum is 30. The identity gives the same value, $2!\,1!\binom{6}{2}=30$, so $N^2=1/30$.

| $m_1$ | $m_2$ | probability | $c_k$ |
|---|---|---|---|
| 2 | −1/2 | 2/5 | +0.6325 |
| 1 | 1/2 | 2/5 | −0.6325 |
| 0 | 3/2 | 1/5 | +0.4472 |

The null vector of the explicit $J_+$ matrix, with its first component made positive, has the same entries. Here $n$ is even, so exchanging the two parts leaves the state unchanged.

The probabilities give the mean projections in units of $\hbar$:

$$\langle J_{1z}\rangle=2\cdot\tfrac25+1\cdot\tfrac25+0\cdot\tfrac15=1.2,$$

$$\langle J_{2z}\rangle=-\tfrac12\cdot\tfrac25+\tfrac12\cdot\tfrac25+\tfrac32\cdot\tfrac15=0.3 .$$

They add to $J=1.5$. The first can also be found without the coefficients. Write

$$\mathbf J_1\cdot\mathbf J=J_{1z}J_z+\tfrac12(J_{1+}J_-+J_{1-}J_+),\qquad J_{1+}J_-=J_-J_{1+}+2J_{1z} .$$

In $|J\,J\rangle$ the term with $J_+$ on the right vanishes, and so does the term with $J_-$ on the left. What remains is $\langle\mathbf J_1\cdot\mathbf J\rangle=(J+1)\langle J_{1z}\rangle$. Squaring $\mathbf J_2=\mathbf J-\mathbf J_1$ gives $2\,\mathbf J_1\cdot\mathbf J=\mathbf J^2+\mathbf J_1^2-\mathbf J_2^2$, so

$$\langle J_{1z}\rangle=\frac{J(J+1)+j_1(j_1+1)-j_2(j_2+1)}{2(J+1)}=\frac{3.75+6-3.75}{5}=1.2 .$$

This tests one weighted sum of the probabilities, not each of them, and says nothing about the signs. The signs enter a matrix element with the neighbouring state $J=\tfrac52$. It has $n=1$, so its coefficients are $\sqrt{4/7}$ and $-\sqrt{3/7}$. The sum for $J_{1+}$ is

$$-\sqrt{\tfrac47\cdot\tfrac25\cdot4}-\sqrt{\tfrac37\cdot\tfrac15\cdot6}=-\sqrt{\tfrac{32}{35}}-\sqrt{\tfrac{18}{35}}=-\frac{7\sqrt2}{\sqrt{35}}=-1.673 .$$

The explicit $J_{1+}$ matrix between the two numerical null vectors gives the same value. Dividing by $-\sqrt{2J}=-\sqrt5$ gives $\langle\tfrac52\,\tfrac32|J_{1z}|\tfrac32\,\tfrac32\rangle=0.748\,\hbar$, positive as the convention requires. The numerical check compares the closed form with null vectors of $J_+$ for all 140 allowed combinations with $j_1,j_2\le3$.

## Computed values

```
Angular momenta in units of hbar; other numbers dimensionless
j1, j2, J = 2 3/2 3/2
n, a, b = 2 2 1
k=0: squared J1+ element on c_(k+1) = 4.0000, squared J2+ element on c_k = 4.0000, c_(k+1)/c_k = -1.000000
k=1: squared J1+ element on c_(k+1) = 6.0000, squared J2+ element on c_k = 3.0000, c_(k+1)/c_k = -0.707107
sum of unnormalised weights = 30
a! b! C(a+b+n+1,n) = 30
N^2 = 1/30
k=0: m1 = 2, m2 = -1/2, weight = 12, probability = 2/5, c_k = +0.632456, null vector = +0.632456
k=1: m1 = 1, m2 = 1/2, weight = 12, probability = 2/5, c_k = -0.632456, null vector = -0.632456
k=2: m1 = 0, m2 = 3/2, weight = 6, probability = 1/5, c_k = +0.447214, null vector = +0.447214
<J1z> in |J J> = 1.200000 hbar
<J2z> in |J J> = 0.300000 hbar
<5/2 3/2|J1z|3/2 3/2> = 0.748331 hbar
<5/2 5/2|J1+|3/2 3/2> = -1.673320 hbar
exchange sign (-1)^n = 1
amplitudes after exchange, from m(3/2) = 3/2 down: +0.447214 -0.632456 +0.632456
kernel dimension for j1=2, j2=1/2, M=1/2: 0
(j1,j2,J) cases compared with null vectors: 140
cases below |j1-j2| with empty kernel: 44
coefficients compared with library routine: 105
largest |formula - null vector| below 1e-10: True
```
